# Roughness Power Spectra of Gaussian and Exponential Interface Correlations

## Spectra from a distribution of correlation lengths

The symbols are as before. The interface displacement $h(\mathbf r)$ has rms value $D$ and correlation $C(r)$, and $S(q)=\int d^2r\,C(r)e^{-i\mathbf q\cdot\mathbf r}$. The Gaussian model is $C=D^2e^{-r^2/\Lambda^2}$. The exponential model is $C=D^2e^{-ar}$ with $a=\sqrt2/\Lambda$. Direct integration gave

$$S_G=\pi D^2\Lambda^2e^{-q^2\Lambda^2/4},\qquad S_E=\frac{2\pi aD^2}{(a^2+q^2)^{3/2}}=\frac{\pi D^2\Lambda^2}{(1+q^2\Lambda^2/2)^{3/2}},$$

with $S_E\to2\pi aD^2/q^3$ at large $q$. The same spectra can be reached without completing a square in the complex plane and without an angular integral. This second route also shows where the power law comes from.

### The Gaussian spectrum from a differential equation

The Gaussian correlation satisfies $\partial_xC=-(2x/\Lambda^2)C$, or $xC=-(\Lambda^2/2)\,\partial_xC$. Differentiating the definition of $S$ with respect to $q_x$ brings down a factor $-ix$, so

$$\frac{\partial S}{\partial q_x}=-i\int d^2r\,xC\,e^{-i\mathbf q\cdot\mathbf r}=\frac{i\Lambda^2}{2}\int d^2r\,(\partial_xC)\,e^{-i\mathbf q\cdot\mathbf r}.$$

Integrate by parts. The boundary term vanishes because $C$ decays, and moving the derivative onto the phase factor gives $-(-iq_x)=+iq_x$ times $S$. Hence

$$\frac{\partial S}{\partial q_x}=\frac{i\Lambda^2}{2}\,iq_x\,S=-\frac{\Lambda^2q_x}{2}\,S,$$

and likewise for $q_y$. The solution is $S=S(0)e^{-q^2\Lambda^2/4}$. The constant $S(0)=\pi D^2\Lambda^2$ is the volume under $C$. This is $S_G$ again.

### The exponential as a mixture of Gaussians

Suppose that an interface is the sum of many statistically independent contributions, each with a Gaussian correlation of its own length $\ell$. The cross terms average to zero, so the correlation functions add. If the share of $D^2$ carried by lengths between $\ell$ and $\ell+d\ell$ is $w(\ell)\,d\ell$, then

$$C(r)=D^2\int_0^\infty d\ell\,w(\ell)\,e^{-r^2/\ell^2},\qquad \int_0^\infty d\ell\,w(\ell)=1 .$$

The exponential correlation has this form, with

$$w(\ell)=\frac{a}{\sqrt\pi}\,e^{-a^2\ell^2/4}.$$

To prove it, rewrite the sum of the two exponents as a square and a remainder:

$$\frac{a^2\ell^2}{4}+\frac{r^2}{\ell^2}=\left(\frac{a\ell}{2}-\frac r\ell\right)^2+ar .$$

The cross term of the square is $-ar$, which the last term compensates. The factor $e^{-ar}$ comes out of the integral. With $u=a\ell/2$ and $c=ar/2$, so that $r/\ell=c/u$, what is left is

$$\frac{a}{\sqrt\pi}\cdot\frac2a\,J=\frac{2J}{\sqrt\pi},\qquad J=\int_0^\infty du\,e^{-(u-c/u)^2}.$$

The substitution $u\to c/u$ changes the sign inside the square, which has no effect, and turns $du$ into $(c/u^2)\,du$ once the limits are put back in order. Thus $J$ is also equal to the integral with the additional factor $c/u^2$. Adding the two forms,

$$2J=\int_0^\infty du\left(1+\frac{c}{u^2}\right)e^{-(u-c/u)^2}=\int_{-\infty}^\infty dv\,e^{-v^2}=\sqrt\pi ,$$

because $v=u-c/u$ has $dv=(1+c/u^2)\,du$ and runs from $-\infty$ to $\infty$. So $2J/\sqrt\pi=1$, and the mixture equals $D^2e^{-ar}$ for every $r>0$. At $r=0$ it reduces to the normalization of $w$, which is an ordinary Gaussian integral equal to one.

The spectrum is now a sum of Gaussian spectra $\pi D^2\ell^2e^{-q^2\ell^2/4}$:

$$S_E(q)=D^2\int_0^\infty d\ell\,\frac{a}{\sqrt\pi}\,e^{-a^2\ell^2/4}\,\pi\ell^2e^{-q^2\ell^2/4}=\sqrt\pi\,aD^2\int_0^\infty d\ell\,\ell^2e^{-\beta\ell^2},$$

with $\beta=(a^2+q^2)/4$. Differentiating $\int_0^\infty e^{-\beta\ell^2}d\ell=\tfrac12\sqrt{\pi/\beta}$ with respect to $-\beta$ gives $\int_0^\infty\ell^2e^{-\beta\ell^2}d\ell=\sqrt\pi/(4\beta^{3/2})$. Since $\beta^{3/2}=(a^2+q^2)^{3/2}/8$, this is $2\sqrt\pi/(a^2+q^2)^{3/2}$, and

$$S_E(q)=\frac{2\pi aD^2}{(a^2+q^2)^{3/2}},$$

in agreement with the direct integration.

### Where the tail comes from

In this picture the Gaussian model contains the single length $\Lambda$. Once $q\Lambda\gg1$, it has nothing short enough to respond. The exponential model contains all lengths, and its density $w(\ell)$ stays finite as $\ell\to0$. The integrand $\ell^2e^{-(a^2+q^2)\ell^2/4}$ is largest where $2/\ell=(a^2+q^2)\ell/2$, that is, at $\ell=2/\sqrt{a^2+q^2}$, which tends to $2/q$. A large wave vector therefore selects contributions of length about $2/q$. The share of $D^2$ near that length scales as $a/q$, and each contribution has a spectrum that scales as $1/q^2$. Together they give $a/q^3$.

The same short lengths shape the correlation near the origin, where $D^2e^{-ar}\approx D^2(1-ar)$. As a function in the plane this has a pointed top, a cusp. The Gaussian has a rounded one. The cusp alone fixes the tail, as the following argument shows for a wider class of correlations.

Let $C(r)$ have the slope $C'(0^+)$ at the origin, and subtract from it an exponential with the same slope:

$$R(r)=C(r)+\frac{C'(0^+)}{a}\,e^{-ar}.$$

The linear terms cancel. Assume that $C$ expands in integer powers of $r$, so that $R=R_0+R_2r^2+R_3r^3+\dots$ near the origin. A finite slope alone does not guarantee this. For $e^{-r-r^{3/2}}$ the leading tail is still $2\pi/q^3$, but the remainder falls only as $q^{-7/2}$ and is 13% of the tail at $q=80$. In the plane $\nabla^2r^n=n^2r^{n-2}$. Applying the Laplacian twice gives $9R_3/r$ plus bounded terms, and $1/r$ is integrable in two dimensions. Assume that $C$ is smooth for $r>0$, that this expansion may be differentiated term by term, and that $C$ and its derivatives decay fast enough to be integrable. The transform of $\nabla^4R$ is $q^4$ times the transform of $R$. Because $\nabla^4R$ is integrable, its transform vanishes as $q\to\infty$. The remainder $R$ thus contributes less than order $q^{-4}$, and the tail is that of the subtracted exponential:

$$S(q)\to-\frac{C'(0^+)}{a}\cdot\frac{2\pi a}{q^3}=-\frac{2\pi C'(0^+)}{q^3}.$$

The auxiliary constant $a$ has dropped out, as it must. For the exponential model $C'(0^+)=-aD^2=-\sqrt2D^2/\Lambda$, which returns $2\sqrt2\,\pi D^2/(\Lambda q^3)$.

Two dimensionless examples separate the cusp from the behaviour at large distance. The function $e^{-r-r^2}$ has a cusp of slope $-1$ but decays like a Gaussian. Its tail should be $2\pi/q^3$, and the computed transform divided by this value is $1.0192$ at $q=20$ and $1.0047$ at $q=40$.

The function $(1+r)e^{-r}$ decays exponentially, but its linear terms cancel. Its transform follows from $T(a)=2\pi a/(a^2+q^2)^{3/2}$, since a factor $r$ is produced by $-\partial/\partial a$:

$$T-\frac{\partial T}{\partial a}=\frac{2\pi a-2\pi}{(a^2+q^2)^{3/2}}+\frac{6\pi a^2}{(a^2+q^2)^{5/2}}\;\longrightarrow\;\frac{6\pi}{(1+q^2)^{5/2}}\quad(a=1).$$

This falls as $q^{-5}$. The slow decay at large $r$ is still there, but the $q^{-3}$ tail has gone with the cusp.

### Height, slope and the end of the power law

The inverse transform at $r=0$ gives $D^2=(2\pi)^{-1}\int_0^\infty q\,S\,dq$. The share of this variance carried by wave vectors above $Q$ follows by direct integration. For the Gaussian, $q\,e^{-q^2\Lambda^2/4}$ is the derivative of $-(2/\Lambda^2)e^{-q^2\Lambda^2/4}$. For the exponential, use $u=q^2\Lambda^2/2$ and $q\,dq=du/\Lambda^2$. The shares are

$$e^{-Q^2\Lambda^2/4}\quad\text{and}\quad\frac12\int_{Q^2\Lambda^2/2}^\infty\frac{du}{(1+u)^{3/2}}=\frac{1}{\sqrt{1+Q^2\Lambda^2/2}} .$$

For $D=1$ bohr, $\Lambda=40$ bohr and $Q=0.1$ bohr$^{-1}$ they are $e^{-4}=0.018$ and $1/\sqrt9=0.333$. A third of the exponential height variance lies in a region where the Gaussian model has less than 2%.

The local slope of the interface is more sensitive. A gradient multiplies each Fourier component by $i\mathbf q$, so the mean-square slope is $(2\pi)^{-1}\int q^3S\,dq$. For the Gaussian, put $v=q^2\Lambda^2/4$, so that $q^3dq=8v\,dv/\Lambda^4$:

$$\langle|\nabla h|^2\rangle_G=\frac{D^2\Lambda^2}{2}\cdot\frac{8}{\Lambda^4}\int_0^\infty v\,e^{-v}dv=\frac{4D^2}{\Lambda^2}.$$

The rms slope is $2D/\Lambda=0.05$ in the example. For the exponential, $q^3dq=2u\,du/\Lambda^4$. With an upper cutoff $Q$ and $U=Q^2\Lambda^2/2$,

$$\langle|\nabla h|^2\rangle_E=\frac{D^2}{\Lambda^2}\int_0^U\frac{u\,du}{(1+u)^{3/2}}=\frac{D^2}{\Lambda^2}\left[2\sqrt{1+U}+\frac{2}{\sqrt{1+U}}-4\right],$$

where $u=(1+u)-1$ splits the integrand into two elementary powers. For large $Q$ the first term dominates and gives $\sqrt2\,D^2Q/\Lambda$. The slope has no limit as the cutoff is removed. In the example its rms value is $0.081$, $0.124$ and $0.181$ for $Q=0.25$, $0.5$ and $1$ bohr$^{-1}$. The last two cutoffs lie beyond the surface zone edge of Si(001), about $0.43$ bohr$^{-1}$, and only illustrate the growth.

A real interface is made of atoms, and a height function with unbounded slope cannot describe it at the shortest distances. The mixture shows what a shortest length does. If $w(\ell)$ vanishes for $\ell<b$, then every contribution satisfies $e^{-q^2\ell^2/4}\le e^{-q^2b^2/4}$, and therefore

$$S(q)\le S(0)\,e^{-q^2b^2/4}.$$

This bound shows that the power law must end, but it is weak: it falls below the $q^{-3}$ tail only at $qb$ of about 6 to 9 for $\Lambda/b$ from 5.5 to 100. The logarithmic slope is sharper. It equals $-q^2/2$ times an average of $\ell^2$ with positive weights, so it is at most $-q^2b^2/2$ and is steeper than $-3$ beyond $q=\sqrt6/b$. For the exponential weight cut off at $b$, the slope lies within 10% of $-3$ only from $q\approx4/\Lambda$ to slightly above $1/b$. The law needs $b\ll\Lambda$ to be visible over any extended range; for $\Lambda=40$ bohr and $b=7$ bohr only $q\Lambda\approx4$ to $7$ remains.

### When the first order in the height is not enough

The link between $S(q)$ and scattering used the potential $V=Fh$. Let the next term be $\tfrac12Gh^2$, with $F$ and $G$ constant, and let the heights at any set of points be jointly normal. This is an assumption about the distribution of heights and is separate from the shape of $C(r)$. It fails for an interface of a few atomic terraces: with two levels $\pm D$ the square $h^2$ is constant and does not scatter. The example value $D=1$ bohr is below one monolayer step of Si(001), $2.57$ bohr, so normal heights are an idealization there. For such heights the average of a product of four is the sum over pairings, so

$$\langle h^2(\mathbf r')\,h^2(\mathbf r'+\mathbf r)\rangle-D^4=2C^2(r),$$

and the average of $h$ with $h^2$ vanishes. The quadratic term adds $(G^2/4)\cdot2C^2$ to the correlation of the potential.

In the Gaussian model $C^2=D^4e^{-2r^2/\Lambda^2}$ is a Gaussian with $\Lambda^2$ replaced by $\Lambda^2/2$. The transform of $2C^2$ is $\pi D^4\Lambda^2e^{-q^2\Lambda^2/8}$. Relative to the linear term $F^2S_G$, the quadratic one is

$$\frac{G^2D^2}{4F^2}\,e^{q^2\Lambda^2/8}.$$

However small the prefactor, this exceeds one at large enough $q$. In the exponential model $C^2=D^4e^{-2ar}$ has a cusp of its own. The transform of $2C^2$ tends to $8\pi aD^4/q^3$, and the corresponding ratio tends to the constant $G^2D^2/F^2$. At $q\Lambda=8$ the quadratic term of the Gaussian model equals the linear one when $|GD/F|=2e^{-4}\approx0.037$. The extremely small Gaussian backscattering found there with the linear potential is therefore reliable only if $|GD/F|$ is well below this value. This condition is necessary but not sufficient, since cubic and higher powers of the height can also matter where the linear term is so small. These powers and the second-order Born terms are not estimated here.

### What each derivation assumes

Both derivations take the interface to be homogeneous and isotropic, and both use the same Fourier convention and the same matching of $S(0)$. If the exponential model is written with its own decay length, $C=D^2e^{-r/L}$, then $a=1/L$ and

$$S=\frac{2\pi D^2L^2}{(1+q^2L^2)^{3/2}}\to\frac{2\pi D^2}{Lq^3}.$$

The power is unchanged. If $L$ is set equal to the Gaussian $\Lambda$, however, the prefactor changes and the spectra no longer agree at $q=0$. The crossing at $q\Lambda\approx3.380$ belongs to the matched convention.

The direct integration asks little of the correlation function. It must be integrable, and the integrals must be feasible. In the Gaussian case the calculation also uses the separation into $x$ and $y$ factors and the freedom to shift a path in the complex plane. In the exponential case it uses absolute convergence, to exchange derivative and integral. No sign of $C$ is presupposed, so the method can also be tried on a correlation that oscillates. Its weakness is that the tail appears after the closed form is known, with no indication of which feature of $C$ produced it.

The second derivation asks for more. The differential equation for $S_G$ relies on the special relation between $xC$ and $\partial_xC$. The mixture requires that $C$ can be written as a sum of Gaussians with non-negative weights. Such a sum is positive and decreases with $r$, so a correlation with negative lobes, as on an interface with a preferred spacing between bumps, lies outside it. In return the mixture makes the spectrum positive at sight and identifies the lengths that act at a given $q$. It represents the correlation function and does not claim that the interface was formed from independent layers of roughness.

The cusp argument needs neither a closed form nor positive weights, but it needs regularity away from the origin and yields the tail alone. The slope at $r\to0^+$ is an idealization, since it concerns distances at which the continuum description ends. A linear drop at larger distances is not artificial, however, because abrupt steps produce one. Two terraces $\pm D$ set by the sign of a normal field with Gaussian correlation have $C=(2D^2/\pi)\arcsin e^{-r^2/\Lambda^2}$, with slope $-2\sqrt2D^2/(\pi\Lambda)$ and a $q^{-3}$ tail that ends only at the inverse step width. A measured correlation that looks exponential for $r$ near $\Lambda$ does not by itself establish the tail. To support the tail at a wave vector $q$, data are needed at separations down to about $1/q$ and below, and they must be accurate enough to resolve the small drop of $C$ from its value at the origin, which is only about $aD^2/q$ at $r=1/q$.

The closed forms were tested against radial quadrature of $C(r)$ up to $q\Lambda=8$, with relative differences below $10^{-10}$. The meaning of $S$ as a window average was tested in the Gaussian model at $q=0.0375$ bohr$^{-1}$. Windows of side 320, 480 and 640 bohr, with the height sampled every 20 bohr, give 2614, 2696 and 2738 bohr$^4$. The edge factors make the result a quadratic polynomial in the inverse side, apart from the negligible correlation beyond the window, and extrapolation gives 2864.04 bohr$^4$, equal to the formula to the digits shown. The smallest window is 9% below the limit at this wave vector. The size and the sign of the error depend on $q$. A finite window with sharp edges also spreads power from small to large wave vectors, so far in the Gaussian tail the measured spectrum can exceed the true one by orders of magnitude. The remaining values are in the numerical output.

## Calculated quantities

```
rms height D = 1.0 bohr
correlation length Lam = 40.0 bohr
S(0), both models = 5026.5 bohr^4
largest relative error, Gaussian spectrum = 7.2e-11
largest relative error, exponential spectrum = 8.9e-16
window test at q = 0.0375 1/bohr:
  side 320 bohr: 2614.1 bohr^4
  side 480 bohr: 2696.5 bohr^4
  side 640 bohr: 2738.0 bohr^4
  extrapolated = 2864.04 bohr^4
  Gaussian formula = 2864.04 bohr^4
backscattering q = 2k; spectra and asymptote in bohr^4:
  k = 0.010 1/bohr, q = 0.020 1/bohr, q Lam = 0.8
    S_G = 4283, S_E = 3314, S_E/S_G = 0.7738, q^-3 asymptote = 2.777e+04
  k = 0.025 1/bohr, q = 0.050 1/bohr, q Lam = 2.0
    S_G = 1849, S_E = 967.4, S_E/S_G = 0.5231, q^-3 asymptote = 1777
  k = 0.050 1/bohr, q = 0.100 1/bohr, q Lam = 4.0
    S_G = 92.06, S_E = 186.2, S_E/S_G = 2.022, q^-3 asymptote = 222.1
  k = 0.100 1/bohr, q = 0.200 1/bohr, q Lam = 8.0
    S_G = 0.0005657, S_E = 26.52, S_E/S_G = 4.687e+04, q^-3 asymptote = 27.77
logarithmic slopes dlnS/dlnq (dimensionless):
  q Lam = 2.0: Gaussian -2.000, exponential -2.000
  q Lam = 4.0: Gaussian -8.000, exponential -2.667
  q Lam = 8.0: Gaussian -32.000, exponential -2.909
S_E/asymptote at q Lam = 40: 0.99813
minimum of S_E/S_G = 0.5231 at q Lam = 2.000
crossing S_E = S_G at q Lam = 3.3798
crossing q = 0.08449 1/bohr = 1.597 1/nm
controls, r and q dimensionless:
  exp(-r-r^2): q^3 S/(2 pi) = 1.0192 at q=20, 1.0047 at q=40
  (1+r)exp(-r): q^5 S/(6 pi) = 0.9754 at q=10, 0.9938 at q=20
total variance: Gaussian 1.000000 bohr^2, exponential 1.000000 bohr^2
variance share above q = 0.10 1/bohr: Gaussian 0.0183, exponential 0.3333
rms slope, Gaussian = 0.0500 (dimensionless)
rms slope, exponential, cutoff 0.25 1/bohr = 0.0813 (dimensionless)
rms slope, exponential, cutoff 0.50 1/bohr = 0.1237 (dimensionless)
rms slope, exponential, cutoff 1.00 1/bohr = 0.1814 (dimensionless)
slope^2/(sqrt2 D^2 Q/Lam) at Q Lam = 1000: 0.9972
```
